# Radical loss rate from axial decay in a flow tube

## The problem

Gas carrying a small fraction of a reactive radical leaves a plasma source and flows down a long tube. The flow is plug flow: the gas velocity $u=10$ m/s is the same at every point of the cross-section. The diffusivity of the radical in the gas is $D=0.05$ m²/s. In steady state the radical density, averaged over the cross-section, is found to fall along the tube as

$$n(z)=n_0\,e^{-\kappa z},\qquad \kappa=20\ \text{m}^{-1}.$$

No radicals are produced along the measured stretch, and the outlet is far away. Radicals disappear by first-order processes at the wall and in the gas, which together remove $k\,n$ radicals per unit volume and time. What is $k$?

Here $\kappa$ belongs to the density itself. If the detector signal were proportional to $n^2$, its logarithmic slope would be $2\kappa$ and would have to be halved first.

## A tempting solution

Travel with the gas. A slice of gas that passes $z=0$ at time zero reaches $z$ at $t=z/u$. Inside it the radicals decay as $dn/dt=-kn$, so

$$n(z)=n_0e^{-kt}=n_0e^{-kz/u}.$$

Comparison with the measured exponential gives $\kappa=k/u$, hence

$$k=u\kappa=10\times 20=200\ \text{s}^{-1}.$$

The units are right and the argument looks complete, since plug flow seems to give every radical the same travel time.

## Where it fails

Plug flow gives every slice of *gas* the same travel time. It does not tie a radical to its slice. The equation $dn/dt=-kn$ assumes that radicals leave a slice by reaction alone, whereas they also diffuse across its two faces.

These exchanges do not cancel. The diffusive flux, counted positive downstream, is $-D\,dn/dz$. A slice of thickness $dz$ gains radicals through its upstream face and loses them through its downstream face, so the net gain per unit volume is

$$\frac{1}{dz}\left[-D\frac{dn}{dz}\bigg|_{z}+D\frac{dn}{dz}\bigg|_{z+dz}\right]=D\frac{d^2n}{dz^2}=D\kappa^2 n .$$

This is positive because an exponential is steeper upstream than downstream: more radicals diffuse in from behind than diffuse out ahead. Per radical present, the refilling rate is

$$D\kappa^2=0.05\times 20^2=20\ \text{s}^{-1}.$$

An observer moving with the gas does see the density fall at the relative rate $u\kappa=200$ s⁻¹, but this is a net rate, namely loss minus refilling. The tempting solution has taken the net rate for the loss.

## The solution

It is safest to start from the total flux, which carries both transport processes with their signs:

$$\Gamma=un-D\frac{dn}{dz}.$$

For the measured profile $dn/dz=-\kappa n$, so the two minus signs combine:

$$\Gamma=un+D\kappa n=(u+D\kappa)\,n .$$

The radicals are transported at $u+D\kappa=10+1=11$ m/s, faster than the gas, because the density gradient drives them downstream.

In steady state, what enters a slice and does not leave it is lost inside it:

$$\Gamma(z)-\Gamma(z+dz)=k\,n\,dz\quad\Longrightarrow\quad \frac{d\Gamma}{dz}=-kn .$$

Since $u+D\kappa$ is constant, $\Gamma$ falls with the same exponential as $n$, and $d\Gamma/dz=-\kappa\Gamma$. Therefore $kn=\kappa\Gamma=\kappa(u+D\kappa)n$, and

$$\boxed{k=u\kappa+D\kappa^2}$$

With the given numbers,

$$k=200+20=220\ \text{s}^{-1},$$

which is a mean radical lifetime $1/k$ of 4.55 ms. The tempting value is 9.1 % below the true one.

**When the correction matters.** The ratio of the two terms is $D\kappa/u$, here 0.1. If $D\kappa\ll u$, the tempting formula $k\simeq u\kappa$ is good. In the opposite limit, gas at rest, $k=D\kappa^2$: radicals diffuse into a closed side arm and die on the way, and the decay length $1/\kappa=\sqrt{D/k}$ no longer involves a flow. At fixed temperature and gas composition $D$ varies inversely with pressure, so for given $u$ and $\kappa$ the correction grows as the pressure is lowered.

**Error of measurement.** Differentiation gives $dk/d\kappa=u+2D\kappa=12$ m/s. Dividing by $k/\kappa=u+D\kappa=11$ m/s,

$$\frac{\delta k}{k}=\frac{12}{11}\,\frac{\delta\kappa}{\kappa},$$

so a relative error in the slope passes to $k$ slightly enlarged, with $u$ and $D$ held fixed.

## The reverse question, and the outlet

Suppose now that $k=220$ s⁻¹ is known and the profile is sought. Inserting $\Gamma$ into the slice balance gives

$$u\frac{dn}{dz}=D\frac{d^2n}{dz^2}-kn .$$

With $n\propto e^{-qz}$, each derivative brings a factor $-q$, so $-uq=Dq^2-k$, or

$$Dq^2+uq-k=0,\qquad q=\frac{-u\pm\sqrt{u^2+4Dk}}{2D}.$$

The root is $\sqrt{100+44}=12$ m/s. The upper sign gives $q=2/0.1=20$ m⁻¹, the measured decay. Without diffusion the decay constant would be $k/u=22$ m⁻¹. For a given loss rate, diffusion therefore makes the profile less steep.

The lower sign gives $q=-22/0.1=-220$ m⁻¹, a solution that grows downstream as $e^{\kappa' z}$ with $\kappa'=\kappa+u/D=220$ m⁻¹. That this number equals $k$ in s⁻¹ is an accident of the data: $k=D\kappa\,\kappa'$, and here $D\kappa=1$ m/s.

The growing solution describes how the outlet makes itself felt upstream, against the flow. Take an outlet at $z=L$ where the density gradient vanishes. Far from the inlet,

$$n\propto e^{-\kappa z}+B\,e^{-\kappa L}e^{\kappa'(z-L)} .$$

Setting the derivative at $z=L$ to zero gives $-\kappa+B\kappa'=0$, so $B=\kappa/\kappa'$. At a distance $d$ before the outlet the second term, relative to the first, is $Be^{-(\kappa+\kappa')d}$, and the local logarithmic slope is

$$-\frac{1}{n}\frac{dn}{dz}=\kappa\,\frac{1-e^{-(\kappa+\kappa')d}}{1+B\,e^{-(\kappa+\kappa')d}} .$$

At $d=5$ mm this is 13.6 m⁻¹, and the boxed formula applied there would give a badly low $k$. At $d=25$ mm it is 19.95 m⁻¹. The condition "outlet far away" thus means a few centimetres for these values of $u$, $D$ and $k$. A finite-difference solution of the axial equation with $k=220$ s⁻¹ and this outlet gives the same two slopes, and a slope of 20.00 m⁻¹ in the middle of a tube of length $4/\kappa$. An outlet that absorbs all radicals ($n=0$ at $z=L$) steepens the profile instead and reaches somewhat further: the slope is 20.6 m⁻¹ at $d=25$ mm and 20.02 m⁻¹ at $d=40$ mm.

## The same result from travel times

The fault can also be seen in the ages of the radicals. Regard a steady source at $z=0$ as a succession of puffs. A puff of age $t$ has its centre at $ut$, has spread into a Gaussian of variance $2Dt$, and has kept a fraction $e^{-kt}$ of its radicals. Adding all ages,

$$n(z)\propto\int_0^\infty\frac{dt}{\sqrt{4\pi Dt}}\exp\left[-\frac{(z-ut)^2}{4Dt}-kt\right].$$

Expanding the square turns the exponent into

$$\frac{uz}{2D}-\frac{a}{t}-bt,\qquad a=\frac{z^2}{4D},\quad b=\frac{u^2}{4D}+k .$$

The standard integral $\int_0^\infty t^{-1/2}e^{-a/t-bt}dt=\sqrt{\pi/b}\;e^{-2\sqrt{ab}}$ then gives, for $z>0$ and with $s=\sqrt{u^2+4Dk}$,

$$n(z)\propto\frac{1}{s}\exp\left[-\frac{(s-u)z}{2D}\right]=\frac{e^{-\kappa z}}{s} .$$

This is the same decay constant as before. Numerical integration over the puffs with $k=220$ s⁻¹ confirms it, giving 20.00 m⁻¹ for the decay and 11.00 m/s for the loss beyond a plane divided by the density there, which is the transport speed.

The mean age of the radicals found at $z$ follows by differentiating with respect to $k$, which brings down a factor $-t$ under the integral:

$$\langle t\rangle=-\frac{\partial\ln n}{\partial k}=\frac{z}{s}+\frac{2D}{s^2},$$

where $ds/dk=2D/s$ and $d\kappa/dk=1/s$ were used. Per metre of tube the mean age grows by $1/s$, which is less than the gas transit time $1/u$. Radicals at $z$ have a spread of ages, and the factor $e^{-kt}$ favours those that arrived early. The tempting solution gave them all the age $z/u$. Because of the constant term $2D/s^2$, the mean age lies below $z/u$ only beyond about 4 cm from the source for these numbers.

## Does loss at the wall change the answer?

Loss at the wall lowers the density there, so $n$ cannot be uniform over the cross-section. Let the density be $f(r)e^{-\kappa z}$ in a tube of radius $R$, with all loss at the wall. The diffusion equation becomes

$$-u\kappa f=D\kappa^2f+\frac{D}{r}\frac{d}{dr}\left(r\frac{df}{dr}\right).$$

Average over the cross-section by applying $(2/R^2)\int_0^R r\,dr$:

$$-u\kappa\langle f\rangle=D\kappa^2\langle f\rangle+\frac{2D}{R}f'(R).$$

The wall removes $-Df'(R)$ per unit area. A tube has wall area $2/R$ per unit volume, so the loss rate per averaged density is $k=-2Df'(R)/(R\langle f\rangle)$. The averaged equation then reads $k=u\kappa+D\kappa^2$ again. For a flat velocity profile the answer survives any radial variation of this kind.

The wall-loss probability $\gamma$ deduced from $k$ does depend on the radial profile. Take oxygen atoms at 300 K, with thermal speed $v=630$ m/s, in a tube of radius 10 mm. Let $w$ be the loss per unit wall area divided by the density at the wall. The flux striking the wall is $n v/4$ plus half the net flux $wn$, the second part arising because the net flow distorts the velocity distribution. A fraction $\gamma$ of it is lost:

$$wn=\gamma\left(\frac{nv}{4}+\frac{wn}{2}\right)\quad\Longrightarrow\quad \gamma=\frac{4w/v}{1+2w/v}.$$

If the density were radially uniform, $w=kR/2=1.1$ m/s and $\gamma=0.0070$. In fact the radial equation with $k=220$ s⁻¹ gives a wall density of 0.89 times that on the axis and 0.94 times the cross-section mean. The second ratio is the one that matters, since $k$ refers to the mean. Fewer atoms strike the wall, each must be lost with a higher probability, and $\gamma=0.0074$.

## A real tube

The given numbers fit a remote-plasma afterglow tube with oxygen atoms in molecular oxygen at about 0.5 Torr and 300 K. A hard-sphere estimate with a rough collision diameter of 0.30 nm gives $D=0.050$ m²/s, and the velocity corresponds to 113 sccm in the tube of 10 mm radius. The implied $\gamma$ is high for clean glass or silica, where values of about $10^{-3}$ or less are common; it suits a more reactive wall. Such a tube breaks two assumptions: the velocity is not the same over the cross-section, and it rises slightly along the tube as the gas expands. The Reynolds number is 8.6, so the flow is laminar and, beyond the entrance, nearly parabolic. With the slight slip of the gas at the wall neglected, $v_z(r)=2u(1-r^2/R^2)$. This moves $k$ by at most a few per cent here, as follows.

**Parabolic flow, loss at the wall.** The average taken above now gives

$$k=D\kappa^2+\kappa\,\frac{\langle v_zf\rangle}{\langle f\rangle}.$$

Both $v_z$ and $f$ fall from the axis to the wall, so $\langle v_zf\rangle>u\langle f\rangle$: the radicals sit preferentially in the fast gas. The radial equation, solved for $\kappa=20$ m⁻¹, gives $k=225.6$ s⁻¹, or 2.5 % above the plug-flow value.

**Parabolic flow, loss in the gas.** Now $f'(R)=0$, and $f=1+f_1$ with $f_1$ small. With $x=r^2/R^2$, $v_z-u=u(1-2x)$, and to first order

$$\frac{4D}{R^2}\frac{d}{dx}\left(x\frac{df_1}{dx}\right)=-\kappa u(1-2x).$$

Integrating once from the axis and dividing by $x$ gives $df_1/dx=-\beta(1-x)$ with $\beta=\kappa uR^2/4D$, so $f_1=-\beta(x-x^2/2)$ plus a constant. The constant drops out of the next average because $\langle v_z-u\rangle=0$:

$$\langle(v_z-u)f_1\rangle=-\beta u\int_0^1(1-2x)\left(x-\frac{x^2}{2}\right)dx=\frac{\beta u}{12}.$$

Hence, to this order,

$$k=u\kappa+D\kappa^2\left(1+\frac{1}{48}\frac{u^2R^2}{D^2}\right).$$

With $uR/D=2$ the diffusion term rises from 20 to 21.7 s⁻¹ and $k=221.7$ s⁻¹. The numerical solution of the full radial equation agrees to this accuracy.

**Expansion of the gas.** Laminar flow with a rough viscosity of $2\times10^{-5}$ Pa s has a relative pressure gradient $g=8\mu u/(R^2p)=0.24$ m⁻¹. The gas density $N$ falls along the tube, and part of the fall of $n$ is mere dilution. What reaction and diffusion govern is the mole fraction $n/N$, whose decay constant is $\kappa-g=19.76$ m⁻¹. At constant temperature $Nu$ and $ND$ do not change along the tube, so the slice balance keeps its form for the mole fraction, and

$$k\simeq u(\kappa-g)+D(\kappa-g)^2=217.1\ \text{s}^{-1},$$

with $u$ and $D$ taken at the point of measurement. The slow change of the decay constant along the tube is neglected. A numerical solution with a linear pressure drop, this $k$ everywhere, and the given $u$ and $D$ at mid-tube returns a density slope of 19.98 m⁻¹ there, so the neglect is small beside the shift $g$ itself. It does reach the last digit: a slope of exactly 20 m⁻¹ needs $k=217.3$ s⁻¹. Pressure diffusion, which pushes the light atoms toward the low-pressure end and is left out here, adds about 0.1 s⁻¹ more.

These three shifts are each computed with the other effects absent. Slip at the wall, with a slip length of about 0.12 mm, would change 225.6 to 225.3 s⁻¹, 221.7 to 221.5 s⁻¹ and $g$ to 0.23 m⁻¹. They show that the third digit of 220 belongs to the plug-flow model and not to such a tube.

Other conditions are met more easily. For plug flow with wall loss, the next axially symmetric mode has a decay length of 3.3 mm, or about 3.5 mm relative to the main mode. A density that is lopsided at the inlet evens out more slowly, with a decay length of about 1 cm relative to the main mode, and the parabolic velocity profile needs a length of its own to form, so measurements should begin several centimetres from the inlet. The mean free path, taken as $3D/v$, is 0.24 mm, or 2.4 % of the radius, which supports a diffusion description. Recombination of two atoms with a third body would make the loss second order. For a chosen atom fraction of 1 % and a rough coefficient of $5\times10^{-33}$ cm⁶/s (two atoms lost per event) it contributes 0.026 s⁻¹, negligible beside 220 s⁻¹.

A source of radicals inside the measured stretch would be more serious. If it supplied $Pn$ radicals per unit volume and time, the balance would yield $k-P$ in place of $k$, and the exponential profile would give no sign of it. The numerical output below lists the values used here.

## Computed results

```
decay constant kappa: 20.0 1/m
gas velocity u: 10.0 m/s
diffusivity D: 0.050 m^2/s
flow term u*kappa: 200.0 1/s
diffusion term D*kappa^2: 20.0 1/s
loss rate k: 220.0 1/s
mean lifetime 1/k: 4.55 ms
shortfall if diffusion is omitted: 9.1 %
diffusive speed D*kappa: 1.00 m/s
transport speed u+D*kappa: 11.00 m/s
decay constant from finite differences: 20.0000 1/m
decay constant from puffs: 20.0000 1/m
transport speed from puffs: 11.0000 m/s
decay constant k/u without diffusion: 22.0 1/m
outlet-layer constant, formula: 220.0 1/m
outlet-layer constant, finite differences: 220.00 1/m
outlet-layer thickness: 4.55 mm
apparent decay 5 mm before flat outlet: 13.60 1/m
apparent decay 25 mm before flat outlet: 19.95 1/m
tube radius: 10 mm
gas temperature: 300 K
pressure: 0.5 Torr
viscosity (rough): 2e-05 Pa s
hard-sphere diameter (rough): 0.30 nm
hard-sphere diffusivity: 0.050 m^2/s
gas flow: 113 sccm
Reynolds number: 8.6 (no unit)
thermal speed of O atoms: 630 m/s
mean free path 3D/v: 0.24 mm
mean free path / radius: 0.024 (no unit)
k from radial solution, plug flow: 220.000 1/s
wall density / axis density: 0.893 (no unit)
wall-loss probability, flat density: 0.00696 (no unit)
wall-loss probability, radial profile: 0.00737 (no unit)
decay length of next radial mode: 3.31 mm
k, parabolic flow, wall loss: 225.61 1/s
k, parabolic flow, gas loss: 221.68 1/s
k, gas loss, dispersion formula: 221.67 1/s
Peclet number u*R/D: 2.0 (no unit)
relative pressure drop: 24.0 % per m
decay constant of mole fraction: 19.76 1/m
k with gas expansion: 217.12 1/s
density decay, expansion test: 19.982 1/m
three-body coefficient (rough): 5e-33 cm^6/s
atom fraction (chosen): 1 %
second-order loss rate: 0.026 1/s
```
